# Finding the Momentum-Relaxation Time from Electron Mobility: verification in Python

```python
# Result under test: tau = mobility * mass / e, the mean momentum-relaxation
# time of carriers with a parabolic band in a weak static field.
# tau      : mean momentum / mean rate of momentum loss by collisions
# mobility : drift speed / field;  mass : effective mass;  e : charge (> 0)
# Example: electron gas at an AlGaN/GaN interface, rough typical parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros, expit

e, hbar, m0 = const.e, const.hbar, const.m_e
mobility_cm = 2000.0
mass_ratio = 0.2
mobility = mobility_cm * 1e-4
mass = mass_ratio * m0
tau = mobility * mass / e
tau_ps = tau * 1e12
assert abs(tau_ps - 0.23) < 0.005

# --- Monte Carlo: flights, deflections and energy loss in a constant field
rng = np.random.default_rng(7)
field = 1e5                                   # V/m, equal to 1 kV/cm
accel = e * field / mass
flight_time = 0.10e-12
max_angle = np.pi / 2                         # deflection uniform in +-max
speed_low, speed_high = 0.6, 1.0              # speed factor at a collision
particles, warmup, flights = 100000, 30, 60
vx = np.zeros(particles)
vy = np.zeros(particles)
path = np.zeros(particles)
clock = np.zeros(particles)
for step in range(flights):
    t = rng.exponential(flight_time, particles)
    if step >= warmup:
        path += vx * t + 0.5 * accel * t**2
        clock += t
    vx = vx + accel * t
    angle = rng.uniform(-max_angle, max_angle, particles)
    factor = rng.uniform(speed_low, speed_high, particles)
    vx, vy = (factor * (vx * np.cos(angle) - vy * np.sin(angle)),
              factor * (vx * np.sin(angle) + vy * np.cos(angle)))
drift = path.sum() / clock.sum()
drift_error = np.std(path - drift * clock) / clock.mean() / np.sqrt(particles)
mc_mobility = drift / field
mc_tau = mc_mobility * mass / e
mc_sigma = drift_error / field * mass / e
mean_cos = quad(np.cos, -max_angle, max_angle)[0] / (2 * max_angle)
kept = mean_cos * (speed_low + speed_high) / 2
rule_tau = flight_time / (1 - kept)
assert mc_sigma < 0.01 * rule_tau
assert abs(mc_tau - rule_tau) < 4 * mc_sigma   # four standard errors
assert abs(mc_tau - flight_time) > 20 * mc_sigma


# --- equation of motion: static mobility and response to an ac field
def peak_velocity(frequency):
    omega = 2 * np.pi * frequency * 1e-12      # rad/ps
    push = accel * 1e-12                       # m/s per ps
    start = 40 * tau_ps
    period = 1e12 / frequency if frequency > 0 else 1.0
    times = np.linspace(start, start + period, 2001)
    run = solve_ivp(lambda s, v: push * np.cos(omega * s) - v / tau_ps,
                    (0, times[-1]), [0.0], t_eval=times,
                    rtol=1e-9, atol=1e-6, max_step=0.1)
    assert run.success
    return np.max(np.abs(run.y[0]))


frequency = 100e9
static_velocity = peak_velocity(0.0)
assert abs(static_velocity / field * 1e4 / mobility_cm - 1) < 1e-6
omega_tau = 2 * np.pi * frequency * tau
ac_factor = 1 / np.sqrt(1 + omega_tau**2)
assert abs(peak_velocity(frequency) / static_velocity - ac_factor) < 1e-5

# --- degenerate two-dimensional gas: which average is tau?
temperature = 300.0
density = 1e17                                # per m^2, equal to 1e13 per cm^2
kT = const.k * temperature / e                # eV
fermi_zero = np.pi * hbar**2 * density / mass / e
fermi = kT * np.log(np.expm1(fermi_zero / kT))


def minus_slope(energy):
    f = expit((fermi - energy) / kT)
    return f * (1 - f) / kT


def moment(power):
    return quad(lambda x: x**power * minus_slope(x), 0, fermi + 40 * kT,
                points=[fermi], limit=200)[0]


mean_ratio = moment(2) / moment(1) / fermi    # mean tau / tau(Fermi level)
hall_factor = moment(3) * moment(1) / moment(2)**2
tau_fermi = tau / mean_ratio

# direct k-space sum of the linearized Boltzmann solution, tau(E) ~ E
k_max = np.sqrt(2 * mass * (fermi + 25 * kT) * e) / hbar
k_axis = np.linspace(-k_max, k_max, 601)
kx, ky = np.meshgrid(k_axis, k_axis, indexing="ij")


def occupation(qx, qy):
    energy = hbar**2 * (qx**2 + qy**2) / (2 * mass) / e
    return expit((fermi - energy) / kT)


dk = 1e-4 * k_max
slope_kx = (occupation(kx + dk, ky) - occupation(kx - dk, ky)) / (2 * dk)
energy_k = hbar**2 * (kx**2 + ky**2) / (2 * mass) / e
tau_k = tau_fermi * energy_k / fermi
change = -tau_k * e * field / hbar * slope_kx
grid_drift = np.sum(hbar * kx / mass * change) / np.sum(occupation(kx, ky))
grid_mobility = grid_drift / field * 1e4
assert abs(grid_mobility / mobility_cm - 1) < 1e-3
grid_density = 2 * np.sum(occupation(kx, ky)) * (k_axis[1] - k_axis[0])**2
grid_density /= (2 * np.pi)**2
assert abs(grid_density / density - 1) < 1e-3

# Hall factor from the full mobility tensor in a weak magnetic field
magnetic = 0.05                               # T
cyclotron = e * magnetic / mass
edges = np.linspace(0, fermi + 40 * kT, 8001)
mid = 0.5 * (edges[1:] + edges[:-1])
weight = mid * minus_slope(mid)
rate = 1 / (tau_fermi * mid / fermi)
matrix = np.zeros((mid.size, 2, 2))
matrix[:, 0, 0] = matrix[:, 1, 1] = rate
matrix[:, 0, 1] = -cyclotron
matrix[:, 1, 0] = cyclotron
tensor = np.einsum("i,ijk->jk", weight, np.linalg.inv(matrix)) / weight.sum()
resist = np.linalg.inv(tensor * e / mass)
hall_mobility = abs(resist[0, 1] / resist[0, 0]) / magnetic
assert abs(hall_mobility / mobility / hall_factor - 1) < 3e-3
tau_if_hall = tau / hall_factor

# --- confinement in a triangular well with the mean interface field
permittivity = 9.5
well_field = e * density / (2 * permittivity * const.epsilon_0)  # V/m
slope = well_field * 1e-9                     # eV/nm
kinetic_unit = hbar**2 / (2 * mass) / e * 1e18  # eV nm^2
levels = -ai_zeros(2)[0] * (kinetic_unit * slope**2)**(1 / 3)
h = 0.01                                      # nm
z = h * np.arange(1, 1501)
values, vectors = eigh_tridiagonal(
    2 * kinetic_unit / h**2 + slope * z,
    np.full(z.size - 1, -kinetic_unit / h**2),
    select="i", select_range=(0, 1))
assert np.allclose(values, levels, rtol=1e-3)
well_kinetic = levels[0] / 3
numeric_kinetic = values[0] - np.sum(vectors[:, 0]**2 * slope * z)
assert abs(numeric_kinetic / well_kinetic - 1) < 2e-3
subband_gap = levels[1] - levels[0]
upper = np.log1p(np.exp((fermi - subband_gap) / kT))
lower = np.log1p(np.exp(fermi / kT))
upper_share = upper / (upper + lower)

# --- nonparabolic band: mass = hbar k / velocity
gap = 3.4
alpha = (1 - mass_ratio)**2 / gap
kinetic = fermi + well_kinetic
mass_factor = 1 + 2 * alpha * kinetic


def kane_energy(k):                           # k in 1/nm, energy in eV
    return (np.sqrt(1 + 4 * alpha * kinetic_unit * k**2) - 1) / (2 * alpha)


k_state = np.sqrt(kinetic * (1 + alpha * kinetic) / kinetic_unit)
dE_dk = (kane_energy(k_state + 1e-4) - kane_energy(k_state - 1e-4)) / 2e-4
assert abs(2 * kinetic_unit * k_state / dE_dk / mass_factor - 1) < 1e-6

# --- remaining limits of use
hot_temperature, exponent = 450.0, 2.0
hot_mobility = mobility_cm * (hot_temperature / temperature)**(-exponent)
hot_tau = hot_mobility * 1e-4 * mass / e
energy_time = 1e-12
heat_low = mobility * field**2 * energy_time  # eV
heat_high = mobility * (10 * field)**2 * energy_time
fermi_speed = hbar * np.sqrt(2 * np.pi * density) / mass
free_path = fermi_speed * tau * 1e9
gate = 150.0
broadening = hbar / tau / e

print(f"mobility: {mobility_cm:.0f} cm2/Vs = {mobility:.3f} m2/Vs")
print(f"effective mass: {mass_ratio:.2f} m0 = {mass:.4e} kg")
print(f"elementary charge: {e:.4e} C")
print(f"tau: {tau:.4e} s = {tau_ps:.4f} ps")
print(f"field: {field / 1e5:.1f} kV/cm")
print(f"drift velocity there: {mobility * field * 100:.2e} cm/s")
print(f"MC mean flight time: {flight_time * 1e12:.3f} ps")
print(f"MC mean cosine of deflection: {mean_cos:.4f}")
print(f"MC momentum fraction kept: {kept:.4f}")
print(f"MC mobility: {mc_mobility * 1e4:.0f} cm2/Vs")
print(f"MC tau from mobility: {mc_tau * 1e12:.4f} ps")
print(f"MC standard error of tau: {mc_sigma * 1e12:.4f} ps")
print(f"flight time/(1 - kept): {rule_tau * 1e12:.4f} ps")
print(f"temperature: {temperature:.0f} K, kT: {kT * 1e3:.1f} meV")
print(f"sheet density: {density * 1e-4:.1e} cm^-2")
print(f"Fermi level above subband: {fermi * 1e3:.1f} meV")
print(f"mean tau / tau at Fermi level, tau~E: {mean_ratio:.3f}")
print(f"tau at Fermi level, tau~E: {tau_fermi * 1e12:.3f} ps")
print(f"k-space mobility, tau~E: {grid_mobility:.1f} cm2/Vs")
print(f"Hall factor, tau~E: {hall_factor:.3f}")
print(f"tau if 2000 is a Hall value: {tau_if_hall * 1e12:.3f} ps")
print(f"relative permittivity: {permittivity:.1f}")
print(f"mean well field: {well_field * 1e-8:.2f} MV/cm")
print(f"lowest well level: {levels[0] * 1e3:.0f} meV")
print(f"its kinetic part: {well_kinetic * 1e3:.0f} meV")
print(f"subband spacing: {subband_gap * 1e3:.0f} meV")
print(f"share in second subband: {upper_share * 100:.2f} %")
print(f"band gap: {gap:.1f} eV, alpha: {alpha:.3f} 1/eV")
print(f"nonparabolic mass factor: {mass_factor:.3f}")
print(f"tau with that mass: {tau_ps * mass_factor:.3f} ps")
print(f"hot channel: {hot_temperature:.0f} K, law T^-{exponent:.0f}")
print(f"hot mobility: {hot_mobility:.0f} cm2/Vs")
print(f"hot tau: {hot_tau * 1e12:.3f} ps")
print(f"energy-relaxation time: {energy_time * 1e12:.1f} ps")
print(f"excess energy at 1 kV/cm: {heat_low * 1e3:.1f} meV")
print(f"excess energy at 10 kV/cm: {heat_high * 1e3:.0f} meV")
print(f"frequency: {frequency * 1e-9:.0f} GHz")
print(f"omega tau: {omega_tau:.3f}")
print(f"ac velocity amplitude / static: {ac_factor:.4f}")
print(f"Fermi velocity: {fermi_speed * 100:.2e} cm/s")
print(f"mean free path: {free_path:.0f} nm")
print(f"gate length: {gate:.0f} nm, path/gate: {free_path / gate:.2f}")
print(f"broadening hbar/tau: {broadening * 1e3:.2f} meV")
print("OK")
```

Running it gives:

```
mobility: 2000 cm2/Vs = 0.200 m2/Vs
effective mass: 0.20 m0 = 1.8219e-31 kg
elementary charge: 1.6022e-19 C
tau: 2.2743e-13 s = 0.2274 ps
field: 1.0 kV/cm
drift velocity there: 2.00e+06 cm/s
MC mean flight time: 0.100 ps
MC mean cosine of deflection: 0.6366
MC momentum fraction kept: 0.5093
MC mobility: 1792 cm2/Vs
MC tau from mobility: 0.2038 ps
MC standard error of tau: 0.0002 ps
flight time/(1 - kept): 0.2038 ps
temperature: 300 K, kT: 25.9 meV
sheet density: 1.0e+13 cm^-2
Fermi level above subband: 119.4 meV
mean tau / tau at Fermi level, tau~E: 1.151
tau at Fermi level, tau~E: 0.198 ps
k-space mobility, tau~E: 2000.0 cm2/Vs
Hall factor, tau~E: 1.102
tau if 2000 is a Hall value: 0.206 ps
relative permittivity: 9.5
mean well field: 0.95 MV/cm
lowest well level: 281 meV
its kinetic part: 94 meV
subband spacing: 210 meV
share in second subband: 0.64 %
band gap: 3.4 eV, alpha: 0.188 1/eV
nonparabolic mass factor: 1.080
tau with that mass: 0.246 ps
hot channel: 450 K, law T^-2
hot mobility: 889 cm2/Vs
hot tau: 0.101 ps
energy-relaxation time: 1.0 ps
excess energy at 1 kV/cm: 2.0 meV
excess energy at 10 kV/cm: 200 meV
frequency: 100 GHz
omega tau: 0.143
ac velocity amplitude / static: 0.9899
Fermi velocity: 4.59e+07 cm/s
mean free path: 104 nm
gate length: 150 nm, path/gate: 0.70
broadening hbar/tau: 2.89 meV
OK
```
